# Exponential Band Tails from a Quadratic Level Shift: a program that tests the result

```python
# Result under test: a level of depth e = c q^2/2, with q Gaussian (mean 0,
# variance s^2), has the distribution P(e) = exp(-e/W)/sqrt(pi W e), W = c s^2.
# Symbols: g = mixing per displacement (eV/nm), gap = distance of the partner
# state (eV), c = 2 g^2/gap (eV/nm^2), s = total rms displacement (nm),
# K = lattice stiffness (eV/nm^2). Depth is hole energy into the band gap.
# Energies are in eV and lengths in nm throughout.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

# ---------- inputs of the model ----------
g, gap = 32.0, 4.0
s_frozen = 0.013
phonon = 0.07
mass_u = 16.0
T = 300.0
sites = 1e21                      # per cm^3
e_ref = 0.4                       # depth at which effects are compared
e1, e2 = 0.2, 0.5                 # window of an apparent-width reading

kB = const.k / const.e
h2m = const.hbar**2 / (2 * mass_u * const.atomic_mass) / const.e * 1e18
K = phonon**2 / (2 * h2m)
c = 2 * g**2 / gap


def thermal_variance(temp):
    return h2m / phonon / np.tanh(phonon / (2 * kB * temp))


def width(temp):
    return c * (s_frozen**2 + thermal_variance(temp))


var_th = thermal_variance(T)
s = np.sqrt(s_frozen**2 + var_th)
W = width(T)


def P(e):
    return np.exp(-e / W) / np.sqrt(np.pi * W * e)


def gauss(x, sigma):
    return np.exp(-x**2 / (2 * sigma**2)) / (np.sqrt(2 * np.pi) * sigma)


def density_from_level(depth, e, brackets):
    """Density at depth e from the roots and numerical slopes of depth(q)."""
    total, h = 0.0, 1e-6
    for lo, hi in brackets:
        q = brentq(lambda x: depth(x) - e, lo, hi, xtol=1e-15, rtol=1e-13)
        slope = (depth(q + h) - depth(q - h)) / (2 * h)
        total += gauss(q, s) / abs(slope)
    return total


def quadratic(q):
    return c * q**2 / 2


def two_level(q):
    return -np.linalg.eigvalsh([[0, g * q], [g * q, gap]])[0]


both = [(-12 * s, 0.0), (0.0, 12 * s)]

# ---------- curvature from mixing with partner states ----------
h = 1e-4
assert np.isclose(2 * two_level(h) / h**2, c, rtol=1e-5)
g_opp, gap_opp = 16.0, 3.0
c_net = 2 * (g**2 / gap - g_opp**2 / gap_opp)
three = np.array([[0, g * h, g_opp * h],
                  [g * h, gap, 0],
                  [g_opp * h, 0, -gap_opp]])
assert np.isclose(-2 * np.linalg.eigvalsh(three)[1] / h**2, c_net, rtol=1e-5)

# ---------- distribution against random displacements ----------
rng = np.random.default_rng(7)
n = 2_000_000
q_mc = s_frozen * rng.standard_normal(n)
q_mc += np.sqrt(var_th) * rng.standard_normal(n)
depth_mc = quadratic(q_mc)
edges = [0, 0.02, 0.05, 0.1, 0.2, 0.3, 0.4, 0.6]
counts = np.histogram(depth_mc, bins=edges)[0]
worst = 0.0
for lo, hi, count in zip(edges[:-1], edges[1:], counts):
    p = quad(P, lo, hi)[0]
    worst = max(worst, abs(count - n * p) / np.sqrt(n * p * (1 - p)))
assert worst < 5                  # five standard deviations of sampling
for e in (0.2, 0.4, 0.6):
    p = erfc(np.sqrt(e / W))
    assert np.isclose(quad(P, e, e + 60 * W, limit=200)[0], p, rtol=1e-6)
    assert abs(np.sum(depth_mc > e) - n * p) < 5 * np.sqrt(n * p)
assert abs(depth_mc.mean() - W / 2) < 5 * W / np.sqrt(2 * n)

# generating function; negative k gives weight to the far tail
for kW in (-0.8, -0.4, 1.0, 5.0):
    k = kW / W
    over_q = 2 * quad(lambda q: gauss(q, s) * np.exp(-k * quadratic(q)),
                      0, 25 * s, limit=200)[0]
    over_e = (quad(lambda e: P(e) * np.exp(-k * e), 0, W)[0]
              + quad(lambda e: P(e) * np.exp(-k * e), W, 200 * W,
                     limit=300)[0])
    assert np.isclose(over_q, over_e, rtol=1e-6)
    assert np.isclose(over_q, (1 + kW)**-0.5, rtol=1e-6)

# two equal independent coordinates: pure exponential
pair = depth_mc[:n // 2] + depth_mc[n // 2:]
for e in (0.05, 0.2, 0.4):
    p = np.exp(-e / W)
    assert abs(np.sum(pair > e) - n / 2 * p) < 5 * np.sqrt(n / 2 * p * (1 - p))

# ---------- local and apparent widths ----------


def numeric_local_width(depth, e, d=1e-3):
    up = density_from_level(depth, e + d, both)
    down = density_from_level(depth, e - d, both)
    return -2 * d / np.log(up / down)


def local_width(e):
    return 1 / (1 / W + 1 / (2 * e))


for e in (0.1, 0.2, 0.4, 0.6):
    assert np.isclose(numeric_local_width(quadratic, e), local_width(e),
                      rtol=1e-4)
W_app = 1 / (1 / W + np.log(e2 / e1) / (2 * (e2 - e1)))
d1, d2 = [density_from_level(quadratic, e, both) for e in (e1, e2)]
assert np.isclose((e2 - e1) / np.log(d1 / d2), W_app, rtol=1e-6)
W_back = (e2 - e1) / np.log(d1 * np.sqrt(e1) / (d2 * np.sqrt(e2)))
assert np.isclose(W_back, W, rtol=1e-6)

# ---------- finite distance of the partner state ----------


def P_gap(e):
    return ((2 * e + gap) * np.exp(-e / W - e**2 / (W * gap))
            / np.sqrt(np.pi * W * gap * e * (e + gap)))


for e in (0.1, 0.4, 0.8):
    assert np.isclose(density_from_level(two_level, e, both), P_gap(e),
                      rtol=1e-6)
t1, t2 = [density_from_level(two_level, e, both) for e in (e1, e2)]
W_app_gap = (e2 - e1) / np.log(t1 / t2)

# ---------- residual linear term ----------
b = 2.0
a = b / c
u = e_ref + c * a**2 / 2
x = np.sqrt(2 * u / c)
P_lin = (np.exp(-(u + c * a**2 / 2) / W) * np.cosh(a * x / s**2)
         / np.sqrt(np.pi * W * u))
lin_num = density_from_level(lambda q: b * q + quadratic(q), e_ref,
                             [(-12 * s, -a), (-a, 12 * s)])
assert np.isclose(lin_num, P_lin, rtol=1e-6)

# ---------- spread of the reference level ----------
sigma = 0.05
spread_num = 2 * quad(lambda q: gauss(q, s) * gauss(e_ref - quadratic(q),
                                                  sigma),
                      0, 10 * s, limit=300)[0] / P(e_ref)
spread_formula = (np.exp(sigma**2 / (2 * W**2))
                  * np.sqrt(e_ref / (e_ref - sigma**2 / W)))
# the formula drops terms of relative order (3/8)(sigma/e)^2, below 1 percent
assert np.isclose(spread_num, spread_formula, rtol=0.015)

# ---------- transfer to neighbouring sites ----------
z, t = 6, 0.05
star = np.zeros((z + 1, z + 1))
star[0, 0] = -e_ref
star[0, 1:] = star[1:, 0] = -t
e_star = (e_ref + np.sqrt(e_ref**2 + 4 * z * t**2)) / 2
assert np.isclose(-np.linalg.eigvalsh(star)[0], e_star, rtol=1e-10)

# ---------- relaxation of the lattice around a trapped hole ----------
assert K > c
q0 = s_frozen
relaxed = minimize_scalar(lambda q: K * (q - q0)**2 / 2 - c * q**2 / 2,
                          bracket=(0, 2 * q0))
growth = K / (K - c)
assert np.isclose(-relaxed.fun / quadratic(q0), growth, rtol=1e-6)

# ---------- quantum lattice: grid diagonalization with and without hole ----
m = 201
grid = q0 + np.linspace(-0.05, 0.05, m)
dx = grid[1] - grid[0]
diff = np.subtract.outer(np.arange(m), np.arange(m))
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = h2m / dx**2 * np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
H_empty = kinetic + np.diag(K * (grid - q0)**2 / 2)
H_hole = H_empty - np.diag(c * grid**2 / 2)
E_i, U_i = np.linalg.eigh(H_empty)
E_f, U_f = np.linalg.eigh(H_hole)
prob = np.exp(-(E_i - E_i[0]) / (kB * T))
prob /= prob.sum()
position = (U_i**2) @ prob / dx
target = gauss(grid - q0, np.sqrt(var_th))
assert np.max(np.abs(position - target)) < 1e-6 * target.max()
strength = (U_f.T @ U_i)**2 * prob
vertical = E_i[None, :] - E_f[:, None]
q2 = q0**2 + var_th
q6 = q0**6 + 15 * q0**4 * var_th + 45 * q0**2 * var_th**2 + 15 * var_th**3
assert np.isclose(np.sum(strength * vertical), c * q2 / 2, rtol=1e-6)
third = np.sum(strength * vertical**3)
third_frozen = (c / 2)**3 * q6
assert np.isclose(third_frozen - third, h2m * c**2 * q2, rtol=1e-4)
third_moment = 15 / 8 * W**3
assert np.isclose(2 * quad(lambda q: gauss(q, s) * quadratic(q)**3,
                           0, 12 * s)[0], third_moment, rtol=1e-6)
third_loss = h2m * c * W / third_moment

# ---------- output ----------
print(f"mixing g = {g:.1f} eV/nm, partner distance = {gap:.1f} eV")
print(f"frozen rms displacement = {s_frozen:.4f} nm")
print(f"phonon = {phonon:.3f} eV, mass = {mass_u:.0f} u, T = {T:.0f} K")
print(f"curvature c = {c:.1f} eV/nm^2")
print(f"lattice stiffness K = {K:.0f} eV/nm^2, c/K = {c / K:.3f}")
print(f"thermal rms displacement = {np.sqrt(var_th):.5f} nm")
print(f"total rms displacement s = {s:.5f} nm")
print(f"frozen part of W = {c * s_frozen**2:.4f} eV")
print(f"thermal part of W = {c * var_th:.4f} eV")
print(f"W at {T:.0f} K = {W:.4f} eV = {1000 * W:.1f} meV")
for temp in (100.0, 400.0):
    print(f"W at {temp:.0f} K = {width(temp):.4f} eV")
print(f"mean depth W/2 = {W / 2:.4f} eV")
print(f"sampling test: worst bin off by {worst:.2f} standard deviations")
print(f"site density = {sites:.1e} cm^-3")
for e in (0.1, 0.2, 0.4, 0.6):
    print(f"e = {e:.1f} eV: P = {P(e):.4g} /eV, "
          f"states = {sites * P(e):.3g} /(cm^3 eV)")
    print(f"   fraction deeper = {erfc(np.sqrt(e / W)):.3e}, "
          f"local width = {local_width(e):.4f} eV")
print(f"apparent width, {e1}-{e2} eV = {W_app:.4f} eV")
print(f"W recovered from sqrt(e) P = {W_back:.4f} eV")
print(f"NEGLECTED EFFECTS, compared at e = {e_ref:.1f} eV")
print(f"finite partner distance: P ratio = {P_gap(e_ref) / P(e_ref):.3f}")
print(f"   local width = {numeric_local_width(two_level, e_ref):.4f} eV")
print(f"   apparent width, {e1}-{e2} eV = {W_app_gap:.4f} eV")
print(f"opposing partner: g = {g_opp:.0f} eV/nm at {gap_opp:.1f} eV")
print(f"   net c = {c_net:.1f} eV/nm^2, W = {c_net * s**2:.4f} eV")
print(f"linear term b = {b:.1f} eV/nm: P ratio = {P_lin / P(e_ref):.3f}")
print(f"reference spread {sigma:.2f} eV: P ratio = {spread_num:.3f}")
print(f"   tail formula gives {spread_formula:.3f}")
print(f"transfer t = {t:.2f} eV, z = {z}: depth = {e_star:.4f} eV")
print(f"relaxation: frozen depth grows by factor {growth:.3f}")
print(f"   relaxed frozen width = {c * s_frozen**2 * growth:.4f} eV")
print(f"quantum lattice: third moment lower by {100 * third_loss:.2f} %")
print("ALL CHECKS PASSED")
```

Output:

```
mixing g = 32.0 eV/nm, partner distance = 4.0 eV
frozen rms displacement = 0.0130 nm
phonon = 0.070 eV, mass = 16 u, T = 300 K
curvature c = 512.0 eV/nm^2
lattice stiffness K = 1876 eV/nm^2, c/K = 0.273
thermal rms displacement = 0.00462 nm
total rms displacement s = 0.01380 nm
frozen part of W = 0.0865 eV
thermal part of W = 0.0109 eV
W at 300 K = 0.0974 eV = 97.4 meV
W at 100 K = 0.0961 eV
W at 400 K = 0.0990 eV
mean depth W/2 = 0.0487 eV
sampling test: worst bin off by 1.79 standard deviations
site density = 1.0e+21 cm^-3
e = 0.1 eV: P = 2.048 /eV, states = 2.05e+21 /(cm^3 eV)
   fraction deeper = 1.520e-01, local width = 0.0655 eV
e = 0.2 eV: P = 0.519 /eV, states = 5.19e+20 /(cm^3 eV)
   fraction deeper = 4.276e-02, local width = 0.0784 eV
e = 0.4 eV: P = 0.04713 /eV, states = 4.71e+19 /(cm^3 eV)
   fraction deeper = 4.167e-03, local width = 0.0869 eV
e = 0.6 eV: P = 0.004943 /eV, states = 4.94e+18 /(cm^3 eV)
   fraction deeper = 4.495e-04, local width = 0.0901 eV
apparent width, 0.2-0.5 eV = 0.0848 eV
W recovered from sqrt(e) P = 0.0974 eV
NEGLECTED EFFECTS, compared at e = 0.4 eV
finite partner distance: P ratio = 0.759
   local width = 0.0754 eV
   apparent width, 0.2-0.5 eV = 0.0753 eV
opposing partner: g = 16 eV/nm at 3.0 eV
   net c = 341.3 eV/nm^2, W = 0.0650 eV
linear term b = 2.0 eV/nm: P ratio = 1.241
reference spread 0.05 eV: P ratio = 1.187
   tail formula gives 1.179
transfer t = 0.05 eV, z = 6: depth = 0.4345 eV
relaxation: frozen depth grows by factor 1.375
   relaxed frozen width = 0.1190 eV
quantum lattice: third moment lower by 3.76 %
ALL CHECKS PASSED
```
